# Momentum shift between two graphene electrodes in a parallel magnetic field

## Problem

Two graphene sheets lie parallel to each other, separated by a thin insulating barrier. The distance between their carbon planes is \(d=1.4\) nm. A uniform magnetic field of 15 T points along the sheets. An electron tunnels from the lower sheet to the upper one without scattering.

(a) By how much are the Dirac cones of the two sheets displaced relative to each other in the plane of wave vectors, and in which direction?

(b) What does this displacement do to the energy conditions for tunnelling?

The sheets are crystallographically aligned and thin compared with \(d\). The barrier conserves in-plane crystal momentum up to a reciprocal lattice vector. The lower sheet is at \(z=0\), the upper at \(z=d\), and \(\mathbf B=B\hat{\mathbf y}\). The algebra uses atomic units, \(\hbar=e=m_e=1\), so the electron has charge \(-1\) and \(B\) is measured in units of \(\hbar/(e a_0^2)\), where \(a_0\) is the Bohr radius.

## First estimate by scaling

Suppose that \(d\) is the only length that matters besides the one set by the field. The combination \(eB/\hbar\) is an inverse length squared, so a wave-vector shift must have the form

\[
q=\frac{eB}{\hbar}\,d\;f\!\left(\frac{eBd^2}{\hbar}\right),
\]

with an unknown dimensionless function \(f\). Reversing the field must reverse the shift, so for a weak field \(q\) should start with a term linear in \(B\), and \(f\) tends to a constant. If that constant is of order one, then in atomic units \(q\sim Bd\). With \(B\approx 6\times10^{-5}\) and \(d\approx 26\),

\[
q\sim 1.6\times10^{-3}\ \text{per Bohr radius}\approx 0.03\ \text{nm}^{-1}.
\]

The estimate leaves three things open: the numerical factor, the direction, and whether \(f\) varies with the field.

## Exact solution

**Kinetic and canonical momentum.** Choose the vector potential \(\mathbf A=(Bz,0,0)\). Its curl has the \(y\) component \(\partial_zA_x-\partial_xA_z=B\), and the other two components vanish, as required. For charge \(-1\) the kinetic momentum is

\[
\boldsymbol\pi=\mathbf p+\mathbf A,\qquad \pi_x=p_x+Bz,\qquad \pi_y=p_y .
\]

This \(\mathbf A\) does not depend on \(x\) or \(y\), so the field leaves the in-plane translation symmetry intact. The canonical crystal momentum \(\mathbf k\) is therefore conserved in tunnelling, up to a reciprocal lattice vector, which has no effect on the band energy. The kinetic momentum does change, because \(z\) changes:

\[
\Delta\pi_x=(k_x+Bd)-(k_x+0)=Bd,\qquad \Delta\pi_y=0 .
\]

**Position of the cones.** Within a thin sheet at height \(z_0\), \(A_x=Bz_0\) is a constant. Write the wave function as \(\psi=e^{-iBz_0x}\varphi\). Since \(p_x=-i\partial_x\),

\[
(p_x+Bz_0)\,e^{-iBz_0x}\varphi
=e^{-iBz_0x}(p_x-Bz_0+Bz_0)\varphi
=e^{-iBz_0x}\,p_x\varphi .
\]

Thus \(\varphi\) obeys the field-free equation. If \(\psi\) has wave vector \(\mathbf k\), then \(\varphi\) has \(\mathbf k+Bz_0\hat{\mathbf x}\), and the band energy is \(E(\mathbf k+Bz_0\hat{\mathbf x})\). A cone centred at \(\mathbf K\) without field is now centred where \(\mathbf k+Bz_0\hat{\mathbf x}=\mathbf K\):

\[
\mathbf k_{\text{cone}}(z_0)=\mathbf K-Bz_0\hat{\mathbf x},
\qquad
\mathbf k_{\text{cone}}(d)-\mathbf k_{\text{cone}}(0)=-Bd\,\hat{\mathbf x}.
\]

The upper cones move by \(-Bd\) along \(x\), in both valleys alike. An electron that keeps its \(\mathbf k\) therefore finds itself displaced by \(+Bd\) relative to the cone centre, in agreement with \(\Delta\pi_x\). Adding a constant vector to \(\mathbf A\) moves both sets of cones equally and leaves their relative displacement unchanged.

**The same result in another gauge.** Take \(\mathbf A'=\mathbf A+\nabla\chi\) with \(\chi=-Bxz\). Then \(\mathbf A'=(0,0,-Bx)\), which has no in-plane component, so neither set of cones is displaced. The wave function becomes

\[
\psi'=e^{-i\chi}\psi=e^{iBxz}\psi ,
\]

because \((\mathbf p+\mathbf A+\nabla\chi)e^{-i\chi}\psi=e^{-i\chi}(\mathbf p+\mathbf A)\psi\). The extra factor is 1 at \(z=0\) and \(e^{iBdx}\) at \(z=d\). The tunnelling amplitude thus carries a phase \(Bdx\), which raises the wave number by \(Bd\). What was a displacement of cones is now a momentum supplied during tunnelling, and the physical change is the same.

The phase winds once over the length \(L=2\pi/(Bd)\). The flux through the area \(Ld\) is \(BLd=2\pi\), which is one flux quantum \(h/e\) in ordinary units.

**Direction for any in-plane field.** For a classical electron crossing the gap, the in-plane part of the force \(-\mathbf v\times\mathbf B\) comes from \(v_z\) alone, since the product of two in-plane vectors points along \(z\). Hence

\[
\frac{d\boldsymbol\pi_\parallel}{dt}=-v_z\,\hat{\mathbf z}\times\mathbf B
=v_z\,\mathbf B\times\hat{\mathbf z},
\qquad
\Delta\boldsymbol\pi_\parallel=\mathbf B\times\hat{\mathbf z}\int v_z\,dt
=d\,\mathbf B\times\hat{\mathbf z}.
\]

The crossing speed cancels: a slower electron feels a weaker force for a longer time. For \(\mathbf B=B\hat{\mathbf y}\) the result is \(Bd\hat{\mathbf x}\), as before. A tunnelling electron has no such trajectory; for it the result rests on the conservation of \(\mathbf k\).

**Numbers.** Restoring units,

\[
\boxed{\,q=\frac{eBd}{\hbar}\,}
\]

Here \(B=6.3816\times10^{-5}\) and \(d=26.456\) in atomic units, so \(q=1.6883\times10^{-3}\) per Bohr radius. One Bohr radius is \(1.40/26.456=0.0529\) nm, which gives

\[
q=0.0319\ \text{nm}^{-1}=0.00319\ \text{Å}^{-1}.
\]

The flux-quantum length is \(L=197\) nm.

**A check with sheets of finite thickness.** Replace the sheets by two potential wells along \(z\), with free motion along \(x\). The Hamiltonian contains \(\tfrac12(k+Bz)^2\), so the slope of a subband is \(dE/dk=\langle k+Bz\rangle\). It vanishes at \(k=-B\langle z\rangle\), and \(d\) becomes the distance between the mean positions of the two states. Numerical diagonalization for Gaussian wells of shape \(e^{-(z/2a_0)^2}\) and depth 0.6 and 0.5 hartree, centred 1.4 nm apart, puts the subband minima 0.03190 nm\(^{-1}\) apart, in agreement with the formula. This requires each state to be localized in its own well. For two equal wells of depth 0.1 hartree the tunnel splitting exceeds \(q^2/2\), both states spread over the two wells with \(\langle z\rangle=d/2\), and their minima coincide.

## Comparison of the estimate and the solution

Scaling gave 0.03 nm\(^{-1}\) and the exact solution gives 0.0319 nm\(^{-1}\). The estimate comes this close because the undetermined factor turns out to be one. The solution also shows that \(f=1\) at any field strength within this model of thin sheets, although scaling could justify a constant \(f\) only for small \(eBd^2/\hbar\). That parameter is \(qd=0.0319\times1.4\approx0.045\) here. The shift vanishes with either \(B\) or \(d\), and it is perpendicular to the field.

On the scale of the Brillouin zone the shift is small: the distance from the zone centre to a corner is 17.03 nm\(^{-1}\), about 530 times larger. It matters because graphene's low-energy states occupy small regions around the corners.

## Energy conditions for tunnelling

Let \(\boldsymbol\kappa\) be the wave vector measured from the lower cone centre. Measured from the upper cone centre it is \(\boldsymbol\kappa+\mathbf q\), with \(\mathbf q=q\hat{\mathbf x}\). Let the upper Dirac point lie at energy \(U\) above the lower one, and let \(s_1,s_2=\pm1\) label the upper and lower branches of the cones in the lower and upper sheet. For linear cones with velocity \(v\), energy conservation reads

\[
s_1\hbar v|\boldsymbol\kappa|=U+s_2\hbar v|\boldsymbol\kappa+\mathbf q| .
\]

For tunnelling between like branches, \(s_1=s_2\), and the triangle inequality gives

\[
|U|=\hbar v\,\bigl||\boldsymbol\kappa|-|\boldsymbol\kappa+\mathbf q|\bigr|\le\hbar vq .
\]

For opposite branches, \(s_2=-s_1\), and

\[
|U|=\hbar v\,\bigl(|\boldsymbol\kappa|+|\boldsymbol\kappa+\mathbf q|\bigr)\ge\hbar vq .
\]

Without a field, like branches match only at \(U=0\), where every state finds a partner. The field widens this single point into the range \(|U|\le\hbar vq\). These are conditions on energy and momentum; the current also depends on occupations and on the overlap of the wave functions. The offset \(U\) is not the applied bias, part of which goes into the difference between the Fermi levels measured from their Dirac points.

With a lattice constant of 0.246 nm and a hopping energy of 3.0 eV, both rough values, \(\hbar v=\tfrac{\sqrt3}{2}(0.246)(3.0)=0.639\) eV nm. The threshold is

\[
\hbar vq=0.639\times0.0319=0.0204\ \text{eV}.
\]

Honeycomb tight-binding bands, searched within 0.06 nm\(^{-1}\) of a zone corner along each axis, give a largest like-branch offset of 0.0205 eV and a smallest opposite-branch offset of 0.0204 eV. These values are for \(\mathbf q\) along the line from the zone centre to the corner. The slight excess of the first over the linear-cone bound reflects the departure of the lattice bands from linearity, so it grows with the range searched: 0.0207 eV within 0.2 nm\(^{-1}\) and 0.0211 eV within 0.5 nm\(^{-1}\). With \(\mathbf q\) perpendicular to that line the largest like-branch offset stays at 0.0204 eV over these ranges.

## Real devices

The numbers suit a graphene/hexagonal boron nitride/graphene device with about three barrier layers: four spacings of roughly 0.34 nm make 1.36 nm between carbon planes. Counting one spacing too few matters. If the true separation were 1.74 nm, the shift would be 0.0397 nm\(^{-1}\), about 24% more.

Alignment is a demanding assumption. A twist of 0.107° displaces the zone corners as much as the field does, and a twist of 1° displaces them by 0.297 nm\(^{-1}\), over nine times as much. The two displacements add as vectors, and the twist displacement points differently at each corner. With the 15 T field along \(y\), and the lattice oriented so that two opposite zone corners lie on the \(x\) axis before the twist, the total for a twist of 1° ranges from 0.270 to 0.325 nm\(^{-1}\) over the six corners. The magnetic contribution is still \(eBd/\hbar\), but it no longer gives the total mismatch. A barrier whose lattice does not match graphene can also supply momenta of its own, which are not estimated here. Strain matters too: stretching one sheet equally in all directions by about 0.19% moves its zone corners as far as the field does, since \(0.0319/17.03=0.0019\).

A field tilted by 1° out of the plane has a normal component \(B_\perp=0.262\) T. The squared Dirac Hamiltonian is \(v^2(\pi_x^2+\pi_y^2)\) plus or minus \(v^2e\hbar B_\perp\). Since \(\pi_x^2+\pi_y^2\) has the oscillator levels \((2n+1)e\hbar B_\perp\), the first nonzero Landau level lies at \(v\sqrt{2e\hbar B_\perp}=0.0180\) eV. This is close to the threshold of 0.0204 eV, so with that tilt the picture of continuous cones is no longer safe in a clean sheet.

Four other effects can be estimated quickly:

- If the amplitude loses coherence as \(e^{-|x|/L}\) along one direction with \(L=100\) nm, the wave vector is blurred by \(1/L=0.010\) nm\(^{-1}\) (half width at half maximum), a third of the shift. Isotropic decay \(e^{-r/L}\) in the plane gives 0.0077 nm\(^{-1}\), and if 100 nm is the decay length of the intensity the one-dimensional width is 0.005 nm\(^{-1}\).
- The thermal energy is 0.00017 eV at 2 K, far below the threshold, but 0.0259 eV at 300 K, above it. Temperature enters the occupations and not the conditions on \(U\), so with momentum conserved the edge at \(|U|=\hbar vq\) stays sharp at 300 K; scattering by phonons, which would blur it, is not estimated here.
- The Zeeman splitting is 0.0017 eV. It leaves the thresholds unchanged if spin is conserved and both sheets have the same \(g\) factor.
- A bias of 0.3 V falling entirely across the barrier gives 2.1 MV/cm, below a rough breakdown field of 10 MV/cm.

The supporting values are collected in the numerical output below.

## Computed values

```
Separation d: 1.40 nm
Magnetic field B: 15.0 T
Separation d: 26.456 atomic units
Magnetic field B: 6.3816e-05 atomic units
Product B d: 1.6883e-03 atomic units
Momentum shift e B d / hbar: 0.03190 1/nm
Momentum shift, converted: 0.003190 1/angstrom
Shift from two-well subband minima: 0.03190 1/nm
Shift from slow classical crossing: 0.03190 1/nm
Shift from fast classical crossing: 0.03190 1/nm
Shift from lattice tunnelling sum: 0.0319 1/nm
Length holding one flux quantum: 196.9 nm
Lattice constant (rough): 0.246 nm
Hopping energy (rough): 3.0 eV
hbar times Dirac velocity: 0.639 eV nm
Energy scale hbar v dq: 0.0204 eV
Largest same-band offset, lattice: 0.0205 eV
Smallest opposite-band offset, lattice: 0.0204 eV
Distance Gamma to K: 17.03 1/nm
Twist giving an equal shift: 0.107 degree
Assumed twist: 1.0 degree
Shift from that twist alone: 0.2972 1/nm
Twist plus field, smallest of six corners: 0.2699 1/nm
Twist plus field, largest of six corners: 0.3253 1/nm
Layer spacing (rough): 0.34 nm
Shift if d is one spacing larger: 0.0397 1/nm
Assumed field tilt: 1.0 degree
Normal field from that tilt: 0.262 T
First Landau level in normal field: 0.0180 eV
Zeeman splitting (g = 2): 0.00174 eV
Cold temperature: 2 K
Thermal energy, cold: 0.00017 eV
Room temperature: 300 K
Thermal energy, room: 0.0259 eV
Coherence length (rough): 100 nm
Momentum blur, 1 / coherence length: 0.0100 1/nm
Bias (rough): 0.3 V
Barrier electric field: 2.14 MV/cm
```
